# Janak's theorem in a charged periodic cell

## A point charge in a cube

Put a point ion of charge \(q\) in a cubic cell of edge \(L\), repeat the cell periodically, and add a uniform charge density \(-q/L^3\) so that the cell is neutral. Atomic units are used: an electron has charge \(-1\), and charges are in units of \(e\). Let \(\Omega\) be the cell volume and

\[
\mathcal G(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}
\]

the potential of a unit point charge with its images and background. Without a \(\mathbf G=0\) term, its cell average is zero. Near the charge it is \(1/r\) plus a regular part, whose value at the origin is written \(-\alpha_M/L\).

Measured from the energy of the same ion in isolation, the energy per cell is half the charge times this regular potential:

\[
E=-\frac{\alpha_M q^2}{2L}.
\]

The background adds no term of its own, because it is uniform and the potential averages to zero. Now place a small electronic charge \(dN\) on the ion, so that \(dq=-dN\). Then

\[
\frac{dE}{dN}=-\frac{dE}{dq}=\frac{\alpha_M q}{L}.
\]

This is the energy of one electron in the potential \(-\alpha_M q/L\). Adding a constant \(C\) to the potential would change the electron's energy by \(-C\). It would not change \(E\), since ion and background together are neutral. The derivative therefore selects one zero of potential, the one with vanishing cell average. The theorem extends this to interacting Kohn-Sham electrons.

The constant follows from Ewald summation. Multiply each term of \(\mathcal G\) by \(e^{-G^2/4\eta^2}\); what has been removed is the lattice sum of \(\operatorname{erfc}(\eta r)/r\), less its average. That average is \(\Omega^{-1}\int \operatorname{erfc}(\eta r)/r\,d^3r=\pi/(\Omega\eta^2)\). Since \([\operatorname{erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi\) at the origin,

\[
-\frac{\alpha_M}{L}=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}.
\]

The sums give \(\alpha_M=2.837297\). For \(q=1\) and \(L=0.66\) nm, \(\alpha_M q/L=6.19\) eV.

## What is left out of the energy

Let the ions have charges \(Z_a\), with sum \(Z\), at \(\mathbf R_a\). The electron density is \(n=\sum_j f_j|\psi_j|^2\), with orbitals normalised over the cell and \(0\le f_j\le2\) in a spin-restricted calculation. Thus \(N=\sum_jf_j\) and \(q=Z-N\).

**Lemma 1.** Omitting the \(\mathbf G=0\) terms of the electron-electron, electron-ion and ion-ion energies together gives the energy of the cell with a uniform neutralising background.

*Proof.* Replace \(1/r\) by \(e^{-\kappa r}/r\), whose transform is \(4\pi/(G^2+\kappa^2)\). The charge density \(\rho=\sum_aZ_a\delta(\mathbf r-\mathbf R_a)-n\) has Fourier coefficients \(\rho_{\mathbf G}=\Omega^{-1}\int\rho\, e^{-i\mathbf G\cdot\mathbf r}d^3r\), and

\[
E_\kappa=\frac{\Omega}{2}\sum_{\mathbf G}\frac{4\pi|\rho_{\mathbf G}|^2}{G^2+\kappa^2}.
\]

Since \(\rho_0=q/\Omega\), the \(\mathbf G=0\) term is

\[
\frac{2\pi q^2}{\Omega\kappa^2}
=\frac{4\pi}{\Omega\kappa^2}\left(\frac{N^2}{2}-NZ+\frac{Z^2}{2}\right).
\]

It diverges as \(\kappa\to0\) if \(q\ne0\). A background \(-q/\Omega\) makes the total zero-\(\mathbf G\) coefficient vanish and alters no other coefficient. The limit \(\kappa\to0\) can then be taken, after the ions' self-energies, which do not depend on \(f_j\), are removed. \(\square\)

The bracket shows why the Hartree term cannot be treated alone: dropping \(N^2/2\) leaves \(Z^2/2-NZ\), which in general still diverges.

**Lemma 2.** A spherical local pseudopotential equal to \(-Z_a/r\) outside its core contributes a finite average \(\alpha_a/\Omega\), with

\[
\alpha_a=\int\left[v_a(r)+\frac{Z_a}{r}\right]d^3r .
\]

*Proof.* The bracket has short range, so its transform is \(\alpha_a+O(G^2)\); the linear term vanishes by symmetry. Hence \(v_a(\mathbf G)=-4\pi Z_a/G^2+\alpha_a+O(G^2)\). The first term belongs to the point-ion electrostatics of Lemma 1, and the second survives at \(\mathbf G=0\). \(\square\)

With \(\alpha=\sum_a\alpha_a\), this adds \(N\alpha/\Omega\) to the energy and \(\alpha/\Omega\) to every eigenvalue. The two agree under differentiation, so both must be kept or both dropped. "Zero-mean electrostatic potential" below means that of the electrons, point ions and background; the short-range remainder \(v_{\rm sr}\) keeps its average.

## The theorem

Define the potential energies of an electron

\[
v_H(\mathbf r)=\int_\Omega\mathcal G(\mathbf r-\mathbf r')n(\mathbf r')d^3r',\qquad
v_{\rm pt}(\mathbf r)=-\sum_aZ_a\mathcal G(\mathbf r-\mathbf R_a),
\]

and \(v_{\rm es}=v_H+v_{\rm pt}\). Each has zero average because \(\mathcal G\) has. The energy is

\[
E=\sum_jf_j\langle\psi_j|t|\psi_j\rangle
+\int n\left(v_{\rm pt}+v_{\rm sr}+\tfrac12v_H\right)d^3r+E_{\rm xc}[n]+E_{\rm ii},
\]

where \(t\) holds the kinetic energy and any nonlocal pseudopotential, and \(E_{\rm ii}\) is the ion-ion energy. The Kohn-Sham operator is \(h=t+v_{\rm es}+v_{\rm sr}+v_{\rm xc}\), with \(v_{\rm xc}=\delta E_{\rm xc}/\delta n\).

**Theorem 1.** Assume that

1. cell, ions and basis set are fixed;
2. \(E_{\rm xc}\) is differentiable in the density along the path;
3. the orbitals make \(E\) stationary at fixed occupations and vary differentiably with \(f_i\), level \(i\) being non-degenerate.

Then

\[
\boxed{\frac{dE}{df_i}=\varepsilon_i,\qquad h\psi_i=\varepsilon_i\psi_i,\qquad \int_\Omega v_{\rm es}\,d^3r=0.}
\]

*Proof.* First, a density change \(\delta n\) changes the density-dependent energy by \(\int(v_{\rm es}+v_{\rm sr}+v_{\rm xc})\delta n\). The factor \(\tfrac12\) disappears because \(\mathcal G(\mathbf r-\mathbf r')\) is symmetric, so both factors of \(n\) in the Hartree energy contribute equally. At fixed occupations,

\[
\delta E=\sum_jf_j\left(\langle\delta\psi_j|h|\psi_j\rangle+\text{c.c.}\right).
\]

Take \(\delta\psi_j=\eta\chi\), with \(\chi\) orthogonal to all occupied orbitals. Stationarity for real and imaginary \(\eta\) gives \(\langle\chi|h|\psi_j\rangle=0\). Next rotate two occupied orbitals, \(\delta\psi_j=\eta\psi_k\) and \(\delta\psi_k=-\eta^*\psi_j\), which preserves orthonormality to first order:

\[
\delta E=2(f_j-f_k)\,\mathrm{Re}\left[\eta^*\langle\psi_k|h|\psi_j\rangle\right].
\]

For \(f_j\ne f_k\) the matrix element must vanish. For \(f_j=f_k\) the density and energy are unchanged by rotations within the pair, and the rotation that diagonalises \(h\) can be chosen. Hence \(h\psi_j=\varepsilon_j\psi_j\).

Now change \(f_i\), a dot denoting \(d/df_i\). The density responds as

\[
\dot n=|\psi_i|^2+\sum_jf_j\left(\dot\psi_j^*\psi_j+\psi_j^*\dot\psi_j\right),
\]

and the term in \(t\) has the same two parts. Therefore

\[
\frac{dE}{df_i}=\langle\psi_i|h|\psi_i\rangle
+\sum_jf_j\left(\langle\dot\psi_j|h|\psi_j\rangle+\text{c.c.}\right)
=\varepsilon_i+\sum_jf_j\varepsilon_j\frac{d}{df_i}\langle\psi_j|\psi_j\rangle .
\]

The norms stay equal to one, so the sum vanishes. \(\square\)

In a finite basis, \(h\) is replaced by its matrix in that basis and the proof is unchanged. It uses stationarity, not a minimum, so it covers a hole below the highest occupied level. At \(f_i=0\) or \(2\) the derivative is one-sided. If \(M\) degenerate partners share a common occupation \(f\), the same steps give \(dE/df=M\varepsilon\). With k-points of weight \(w_{\mathbf k}\), the density contains \(w_{\mathbf k}f_{i\mathbf k}\), and the derivative is taken with respect to that product. If \(E_{\rm xc}\) has a derivative jump at integer \(N\), assumption 2 fails there and the two sides must be treated separately.

## Why the cell average is the reference

The background changes whenever an electron is added, yet its energy did not appear in the proof. A background of another shape shows where it went.

**Theorem 2.** Let the compensating charge be \(-q\,g(\mathbf r)\), with \(g\) fixed and \(\int_\Omega g\,d^3r=1\), and let \(v_{\rm es}\) include its potential. Under the other assumptions of Theorem 1,

\[
\frac{dE}{df_i}=\varepsilon_i-\int_\Omega g\,v_{\rm es}\,d^3r .
\]

*Proof.* Let \(\phi_g=\int\mathcal G(\mathbf r-\mathbf r')g(\mathbf r')d^3r'\). Ions and electrons produce the potential \(-(v_H+v_{\rm pt})\), so the energy gains

\[
E_g=q\int g\,(v_H+v_{\rm pt})\,d^3r+\frac{q^2}{2}\int g\,\phi_g\,d^3r .
\]

By symmetry of \(\mathcal G\), \(\int g\,v_H=\int n\,\phi_g\). The density derivative of \(E_g\) at fixed \(q\) is therefore \(q\phi_g\), which enters \(h\), and \(v_{\rm es}=v_H+v_{\rm pt}+q\phi_g\). The steps of Theorem 1 give \(\varepsilon_i\) for this part. The explicit dependence on \(q\), with \(dq/df_i=-1\), adds

\[
-\frac{\partial E_g}{\partial q}=-\int g\,(v_H+v_{\rm pt}+q\phi_g)\,d^3r=-\int g\,v_{\rm es}\,d^3r .\qquad\square
\]

Physically, adding an electron also adds compensating charge \(+g\), whose energy is \(-\int g\,v_{\rm es}\). A constant added to \(v_{\rm es}\) shifts \(\varepsilon_i\) and the integral equally, so the right side is independent of gauge. For \(g=1/\Omega\) the integral is the cell average. In any other gauge the uniform-background result is \(dE/df_i=\varepsilon_i-\langle v_{\rm es}\rangle\), and setting \(\langle v_{\rm es}\rangle=0\) recovers Theorem 1.

## Two consequences

**Corollary 1.** If the assumptions hold along the path,

\[
E(f_i=b)-E(f_i=a)=\int_a^b\varepsilon_i(f)\,df .
\]

This is the integral of Theorem 1. An eigenvalue at one end equals the energy difference per electron only if \(\varepsilon_i\) does not vary with \(f\), or if its variation happens to average out.

**Corollary 2.** For a charge distribution localised in a cubic cell in vacuum, let \(\mathbf d=\int\rho\,\mathbf r\) and \(Q=\int\rho\,r^2\), with \(\rho\) the charge of electrons and point ions. To order \(L^{-3}\),

\[
E_{\rm cell}-E_{\rm iso}=-\frac{\alpha_Mq^2}{2L}+\frac{2\pi}{3L^3}(qQ-d^2),
\]

\[
\varepsilon_{\rm cell}-\varepsilon_{\rm iso}=\frac{\alpha_Mq}{L}
+\frac{2\pi}{3L^3}\left(-Q+q\frac{dQ}{dN}-2\mathbf d\cdot\frac{d\mathbf d}{dN}\right).
\]

*Proof.* Away from the lattice points \(\nabla^2\mathcal G=4\pi/L^3\), the source being the background. The regular part of \(\mathcal G\) is even and has cubic symmetry, so its quadratic term is \(cr^2\) with \(6c=4\pi/L^3\):

\[
\mathcal G(\mathbf r)-\frac1r=-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+O(r^4/L^5).
\]

The first-order energy change is \(\tfrac12\iint\rho\rho'(\mathcal G-1/|\mathbf r-\mathbf r'|)\). Expanding \(|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'\) gives the double integral \(2qQ-2d^2\), hence the first formula. The constant term exerts no force. Relaxation is driven by the \(L^{-3}\) term and, the energy being stationary, enters at its square, \(L^{-6}\). Theorem 1 holds in the cell, and its proof holds in isolation with \(1/r\) in place of \(\mathcal G\), the potential then vanishing at infinity. The eigenvalue shift is therefore the derivative of the energy shift along the occupation path. With \(dq/dN=-1\) this is the second formula. \(\square\)

An energy corrected for cell size thus needs the matching eigenvalue correction. At leading order it is \(-2/q\) times the energy correction. A neutral cell has no \(1/L\) term, but its eigenvalue still shifts by \(-2\pi Q/(3L^3)\) plus the dipole term.

## Carbon monoxide with one electron removed

CO lies along \(z\) at the centre of a cubic cell, with a bond length set to 0.113 nm. The treatment is spin-restricted LDA at the \(\Gamma\) point, with GTH pseudopotentials, a double-zeta polarised Gaussian basis and a Fourier grid of step 0.01375 nm. The ten valence electrons of the neutral molecule fill \(3\sigma\), \(4\sigma\), \(5\sigma\) and the two \(1\pi\) orbitals. Energy derivatives are central differences between self-consistent energies at occupations changed by \(\pm0.01\). The cell edge is 0.66 nm unless stated.

For CO\(^+\), with one electron in \(5\sigma\), both \(dE/df\) and the zero-mean eigenvalue are \(-14.2618\) eV; they differ by \(-0.010\) meV. A central difference of step \(\delta\) has leading error \(\delta^2\varepsilon''/6\). The \(5\sigma\) eigenvalues at \(f=1,\,1.5,\,2\) are \(-14.262\), \(-11.141\) and \(-8.261\) eV. Their second difference gives

\[
\varepsilon''\approx\frac{-14.262+2(11.141)-8.261}{0.5^2}\approx-0.96\ \text{eV},
\]

and an error near \(-0.016\) meV for \(\delta=0.01\). The residual has this sign and order of magnitude; closer agreement is not expected, since the second difference is centred at \(f=1.5\) and not at \(f=1\), and self-consistency is reached only to a finite tolerance.

Suppose the zero of potential is moved to the vacuum region, by averaging \(v_{\rm es}\) over a Gaussian of standard deviation 0.079 nm at the cell corner. That average is 2.03 eV, so the eigenvalue becomes \(-16.29\) eV and is no longer the derivative of this energy.

A hole in a deeper level gives a non-ground configuration. With 1.5 electrons in \(4\sigma\) and two in \(5\sigma\), the charge is 0.5. The derivative with respect to the \(4\sigma\) occupation is \(-17.3976\) eV and the eigenvalue \(-17.3975\) eV.

Theorem 2 shows its extra term when the same Gaussian carries the compensating charge of CO\(^+\). The \(5\sigma\) eigenvalue is then \(-15.611\) eV, although the cell average of \(v_{\rm es}\) is still zero. The average over the Gaussian is 6.470 eV, and

\[
-15.611-6.470=-22.081\ \text{eV},
\]

against \(-22.082\) eV from energy differences; the last digit is rounding.

For Corollary 1, Simpson's rule with the three eigenvalues above gives

\[
\frac{-14.262+4(-11.141)-8.261}{6}=-11.181\ \text{eV}.
\]

The energy difference \(E(\mathrm{CO})-E(\mathrm{CO}^+)\) is \(-11.182\) eV. The end values lie about 3 eV on either side. The theorem therefore does not make either eigenvalue an ionisation energy: within this LDA model and this cell, the level moves by 6.0 eV as the electron is added.

## Cell size and the real molecule

In a cell of 0.88 nm, with the same grid step and alignment, the CO\(^+\) eigenvalue is \(-15.978\) eV, lower by 1.716 eV. Corollary 2 accounts for this as follows. The moments and their derivatives are taken from the smaller cell, the latter by central differences.

| Edge (nm) | \(\varepsilon\) (eV) | \(L^{-1}\) term (eV) | \(L^{-3}\) term (eV) | corrected \(\varepsilon\) (eV) |
|---|---:|---:|---:|---:|
| 0.66 | −14.262 | 6.190 | 0.307 | −20.759 |
| 0.88 | −15.978 | 4.643 | 0.129 | −20.750 |

The corrected values differ by 9 meV. Neglected terms begin at \(L^{-5}\), and the moments also contain some polarisation by the cell.

This agreement is not the absolute accuracy. Moving the molecule by half a grid step along its axis changes the eigenvalue by \(-94\) meV, an error that two cells with the same grid step and alignment should largely share. The isolated ion in the same basis, treated without the Fourier grid, has its level at \(-20.78\) eV, so both corrected values lie 20 to 30 meV too high. The basis matters too: a triple-zeta basis with two sets of polarisation functions raises the eigenvalue of the isolated ion by about 25 meV, and a quadruple-zeta basis with three sets raises it by about 50 meV. The same bases lower the \(5\sigma\) level of isolated neutral CO by 0.12 and 0.14 eV, while the energy difference \(E(\mathrm{CO})-E(\mathrm{CO}^+)\) moves by less than 20 meV. The convention for the ions matters at a similar level. The GTH potential contains a smeared ion, \(-Z_a\operatorname{erf}(r/\sqrt2r_a)/r\), where \(r_a\) is its core radius. Giving its potential zero average, instead of that of point ions, lowers all eigenvalues by \(2\pi\sum_aZ_ar_a^2/\Omega=75\) meV, and the energy must then change by \(N\) times as much. The full average \(\alpha/\Omega\) is here \(-1.5\) meV, because the other short-range terms nearly cancel the smearing term.

For comparison with the real molecule, the leading size correction changes the energy difference from \(-11.18\) to \(-11.18-6.19/2=-14.28\) eV. Spin polarisation, evaluated with frozen orbitals, lowers CO\(^+\) by 0.67 eV and brings it to about \(-13.6\) eV. The \(L^{-3}\) energy terms are not included in this figure. Evaluated from Corollary 2 with the moments of the isolated molecule, they lower it by about 0.5 eV, to about \(-14.1\) eV. Letting the orbitals of the spin-polarised ion relax lowers the energy of CO\(^+\) by a further 0.1 eV and brings the difference to about \(-14.0\) eV. The measured ionisation energy is roughly 14 eV. The uncorrected eigenvalue of CO\(^+\), \(-14.26\) eV, lies near it by coincidence: its size-corrected value is \(-20.8\) eV.

A charged defect in a solid departs from Corollary 2 because the host screens. In a homogeneous isotropic host the long-range Poisson equation is \(\epsilon\nabla^2\phi=-4\pi\rho\), so the \(1/L\) term is divided by \(\epsilon\). Here \(\epsilon\) is the electronic dielectric constant if the host ions are held fixed as the charge is introduced, and the static one if they have relaxed around it. For \(\epsilon=10\), a round value, and the same 0.66 nm edge, 6.19 eV becomes 0.62 eV. Slabs, anisotropic hosts and delocalised carriers need other size corrections. Theorem 1 itself assumes neither a cubic cell nor a localised charge.
